# The Lee model: exact coupling renormalization and its ghost state

## Problem

Two static fermions, \(V\) and \(N\), sit at the origin and interact with a scalar boson \(\theta\) of mass \(\mu\) through \(V\leftrightarrow N\theta\). Use units \(\hbar=c=1\) and measure energies from that of \(N\). The boson operators obey \([a_{\mathbf k},a^\dagger_{\mathbf k'}]=\delta^3(\mathbf k-\mathbf k')\), and

\[
H=E_0V^\dagger V+\int d^3k\,\omega\,a^\dagger_{\mathbf k}a_{\mathbf k}
+g_0\int d^3k\,v(k)\left(V^\dagger N a_{\mathbf k}+N^\dagger V a^\dagger_{\mathbf k}\right),
\]
\[
v(k)=\frac{u(k)}{\sqrt{(2\pi)^3\,2\omega}},\qquad \omega=\sqrt{k^2+\mu^2}.
\]

The real, smooth form factor \(u(k)\) supplies the cutoff. It is nonzero for all \(k>0\) and falls fast enough that \(\int v^2\,d^3k\) is finite. The parameters are such that a stable physical \(V\) exists, with energy \(m<\mu\).

1. Find the \(V\) propagator in the sector spanned by \(|V\rangle\) and \(|N,\mathbf k\rangle\).
2. Define the renormalized coupling \(g\) by the pole of the \(N\theta\) scattering amplitude at energy \(m\). Relate \(g\) to \(g_0\) without expanding in either.
3. At fixed \(m\) and \(u\), which values of \(g^2\) can a Hermitian \(H\) produce?
4. Choose \(g^2\) above that range. Find the discrete states and the signs of their norms.
5. For \(u=\Lambda^2/(\Lambda^2+k^2)\) and \(m=0\), study \(\Lambda\gg\mu\). Evaluate the case \(g^2=16\) at \(\Lambda=10\mu\) and \(\Lambda=100\mu\).

## Solution

### 1. The propagator

The interaction conserves the number of \(V\) plus \(N\), and the number of \(V\) plus \(\theta\). With both equal to one, the available states are \(|V\rangle\) and \(|N,\mathbf k\rangle\), so the sector closes.

The propagator is the amplitude \(c=\langle V|(z-H)^{-1}|V\rangle\). Write \((z-H)^{-1}|V\rangle=c|V\rangle+\int d^3k\,\chi(\mathbf k)|N,\mathbf k\rangle\) and apply \(z-H\):

\[
(z-E_0)c-g_0\int d^3k\,v\chi=1,\qquad (z-\omega)\chi-g_0vc=0 .
\]

The second equation gives \(\chi=g_0vc/(z-\omega)\). Inserting it in the first gives \(c=1/D(z)\), with

\[
D(z)=z-E_0-g_0^2\int d^3k\,\frac{v^2}{z-\omega}.
\]

The angular integral gives \(4\pi\), and \(k\,dk=\omega\,d\omega\), so

\[
d^3k\,v^2\to\frac{4\pi k^2u^2\,dk}{16\pi^3\omega}=\rho(\omega)\,d\omega,
\qquad \rho(\omega)=\frac{k\,u^2}{4\pi^2}.
\]

All \(\omega\) integrals below run from \(\mu\) to infinity. Reversing the denominator changes the sign:

\[
D(z)=z-E_0+g_0^2\int\frac{\rho\,d\omega}{\omega-z}.
\]

### 2. Mass and coupling renormalization

The physical \(V\) is the zero of \(D\) at \(z=m\). Thus

\[
E_0=m+g_0^2K,\qquad K=\int\frac{\rho\,d\omega}{\omega-m}.
\]

For real \(g_0\) the bare energy lies above \(m\), because the coupling to the continuum pushes the discrete state down.

Near the pole, \(1/D(z)\simeq Z/(z-m)\), where

\[
\frac1Z=D'(m)=1+g_0^2I,\qquad
I=\int\frac{\rho\,d\omega}{(\omega-m)^2}.
\]

For real \(g_0\), \(Z\) is also a probability. The eigenvector at \(m\) has \(\chi=g_0vc/(m-\omega)\), so normalization requires \(|c|^2(1+g_0^2I)=1\), or \(|c|^2=Z\). This is the probability of finding the bare \(V\) in the physical one.

To scatter, an \(N\theta\) state must turn into \(V\), propagate, and decay. The operator \(T=H_I+H_I(z-H)^{-1}H_I\), with \(H_I\) the interaction, therefore has the matrix element

\[
\langle N,\mathbf k'|T(z)|N,\mathbf k\rangle
=\frac{g_0^2\,v(k')v(k)}{D(z)} .
\]

The term linear in \(H_I\) does not contribute, since it changes \(N\theta\) into \(V\). At the pole, with \(k\) and \(k'\) held fixed, the amplitude is \(g_0^2Z\,v(k')v(k)/(z-m)\). We take the factors \(v(k')v(k)\) out of the definition of the coupling; the on-shell amplitude continued to energy \(m\) would also carry \(u^2\) at \(k^2=m^2-\mu^2\), a factor 1.02 for the form factor of part 5 at \(\Lambda=10\mu\). The renormalized coupling is thus defined by \(g^2=Zg_0^2\), and

\[
g^2=\frac{g_0^2}{1+g_0^2I}.
\]

Multiplying out gives \(g^2+g^2g_0^2I=g_0^2\), so

\[
g_0^2=\frac{g^2}{1-g^2I},\qquad
Z=\frac{g^2}{g_0^2}=1-g^2I .
\]

No expansion was made. For comparison, the expansion in \(g^2\) is \(g_0^2=g^2(1+g^2I+g^4I^2+\dots)\), which converges only for \(g^2I<1\). Each truncation is positive for \(g^2>0\), so no finite order of this series shows the change of sign in the closed formula.

### 3. The range allowed by Hermiticity

In the ordinary positive-norm space, \(H\) is Hermitian if \(g_0\) is real. At fixed \(m\) and \(u\), \(I\) is a fixed positive number, with \(E_0\) adjusted as \(g_0\) changes. The derivative

\[
\frac{dg^2}{dg_0^2}=\frac{1}{(1+g_0^2I)^2}>0
\]

shows that \(g^2\) rises with \(g_0^2\), from zero towards \(1/I\), which no finite \(g_0\) reaches. Hence

\[
0\le g^2<g_c^2,\qquad g_c^2=\frac1I .
\]

At \(g^2=g_c^2\), \(Z=0\) and the bare coupling is infinite. This point is excluded. Above it, \(Z<0\) and \(g_0^2<0\).

### 4. Above the bound

**Discrete energies.** Define the renormalized inverse propagator \(h(z)=ZD(z)\). Since \(D(m)=0\), we may subtract it:

\[
D(z)=z-m+g_0^2\int\rho\left[\frac1{\omega-z}-\frac1{\omega-m}\right]d\omega .
\]

The bracket equals \((z-m)/[(\omega-z)(\omega-m)]\). Multiplication by \(Z\) then gives \(h(z)=(z-m)\varphi(z)\), with

\[
\varphi(z)=Z+g^2\int\frac{\rho\,d\omega}{(\omega-m)(\omega-z)} .
\]

Now insert \(Z=1-g^2I\) and use

\[
\frac1{(\omega-m)^2}-\frac1{(\omega-m)(\omega-z)}
=\frac{m-z}{(\omega-m)^2(\omega-z)} .
\]

With \(x=m-z\), this gives

\[
\varphi=1-g^2F(x),\qquad
F(x)=\int\frac{\rho\,x\,d\omega}{(\omega-m)^2(\omega-m+x)} .
\]

A second discrete state below \(m\) is a solution of \(g^2F(x)=1\) with \(x>0\). Here \(F(0)=0\), and

\[
F'(x)=\int\frac{\rho\,d\omega}{(\omega-m)(\omega-m+x)^2}>0 .
\]

As \(x\to\infty\), the factor \(x/(\omega-m+x)\) rises to one, so \(F\to I\) from below. A solution therefore exists if and only if \(g^2I>1\), and it is unique. Call its energy \(E_g=m-x_g\).

There are no other zeros of \(h\) on the physical sheet:

- For \(m<z<\mu\), \(x\) is negative while \(\omega-z\) is positive, so \(\varphi>1\). The same holds at threshold, where \(\rho\propto k\) keeps the integral finite.
- For complex \(z\), \(\operatorname{Im}\varphi=g^2\operatorname{Im}z\int\rho\,d\omega/[(\omega-m)|\omega-z|^2]\neq0\).
- On the upper edge of the continuum, the delta-function part of \(1/(\omega'-\omega-i0)\) gives \(\operatorname{Im}h(\omega+i0)=\pi g^2\rho(\omega)>0\).

The last point uses \(u\neq0\) at every \(k>0\). If \(u\) were cut off sharply at a nonzero value, \(\varphi\) would run from \(-\infty\) just above the band edge to \(Z\) at large \(z\). For \(Z>0\) this would add a bound state above the band, produced by the edge.

**Residues.** At the physical pole, \(h'(m)=\varphi(m)=1\). At the second zero, \(d\varphi/dz=+g^2F'(x)\) because \(dx/dz=-1\). Therefore

\[
h'(E_g)=(E_g-m)\,g^2F'(x_g)=-g^2x_gF'(x_g)<0 .
\]

The renormalized propagator \(1/h\) has a pole there with negative residue \(R_g=1/h'(E_g)\).

**The inner product.** Put \(g_0=i\gamma\), with \(\gamma\) real and \(\gamma^2=-g_0^2=g^2/|Z|\). After the phase \(i\) is absorbed in \(|V\rangle\), the Hamiltonian acts as

\[
H|V\rangle=E_0|V\rangle+\gamma\int d^3k\,v|N,\mathbf k\rangle,\qquad
H|N,\mathbf k\rangle=\omega|N,\mathbf k\rangle-\gamma v|V\rangle .
\]

The product of the two couplings is \(-\gamma^2=g_0^2\), so \(D(z)\) is unchanged. Keep the usual norm of the \(N\theta\) states, keep them orthogonal to bare \(V\), and let \(\langle V|V\rangle=\eta\). Then

\[
\langle N,\mathbf k|H|V\rangle=\gamma v,\qquad
\langle V|H|N,\mathbf k\rangle=-\eta\gamma v .
\]

Self-adjointness requires these to agree, hence \(\eta=-1\). The norms below refer to this inner product; others, in which bare \(V\) and \(N\theta\) are not orthogonal, are not considered here.

An eigenvector of energy \(E\) below threshold has \(\chi=\gamma vc/(E-\omega)\). Its norm is

\[
-|c|^2+\gamma^2|c|^2\int\frac{\rho\,d\omega}{(\omega-E)^2}
=-|c|^2\left[1+g_0^2\int\frac{\rho\,d\omega}{(\omega-E)^2}\right]
=-|c|^2D'(E).
\]

At \(E=m\), \(D'=1/Z<0\), and the norm is positive. At \(E=E_g\), \(D'=h'/Z\) is a ratio of two negative numbers, and the norm is negative. The physical \(V\) thus remains an ordinary state although its bare component has negative norm. The additional state is the ghost.

All states orthogonal to the ghost have positive norm. Suppose one of them had norm zero or less. Together with the ghost it would span a plane containing no vector of positive norm. But some nonzero vector in that plane has \(c=0\), and such a vector consists of \(N\theta\) states alone and has positive norm. This is a contradiction.

**A sum rule.** The function \(1/h\) has the poles just found and a cut along the continuum. Its spectral density on the cut is \(-\operatorname{Im}(1/h)/\pi=g^2\rho/|h|^2\), so

\[
\frac1{h(z)}=\frac1{z-m}+\frac{R_g}{z-E_g}
+\int\frac{g^2\rho(\omega)}{|h(\omega+i0)|^2}\,\frac{d\omega}{z-\omega}.
\]

At large \(|z|\), \(\varphi\to Z\) and \(h\to Zz\). Comparing the coefficients of \(1/z\) gives

\[
1+R_g+\int\frac{g^2\rho\,d\omega}{|h|^2}=\frac1Z,
\]

with \(R_g\) absent below the bound. If \(Z<0\), the right side is negative while the first and third terms on the left are positive. A negative residue is then unavoidable.

Elastic scattering in this sector does not lose probability. The s-wave factor is

\[
S=1-\frac{2\pi i g^2\rho}{h}
=\frac{h-2i\operatorname{Im}h}{h}=\frac{h^*}{h},
\]

evaluated at \(\omega+i0\), so \(|S|=1\) on both sides of the bound. The ghost lies below threshold and cannot be an outgoing state here. Unitarity of this one amplitude therefore does not establish that all norms are positive.

**Just above the bound.** The difference

\[
I-F(x)=\int\frac{\rho\,d\omega}{(\omega-m)(\omega-m+x)}
\]

tends to \(K/x\) at large \(x\). The ghost condition \(F=1/g^2\) becomes \(I-1/g^2\simeq K/x_g\), or

\[
x_g\simeq\frac{g^2K}{g^2I-1}=-g_0^2K=m-E_0 .
\]

Thus \(E_g/E_0\to1\): the ghost enters from \(-\infty\) together with the energy of the negative-norm bare \(V\). The difference does not vanish. From \(D(E_g)=0\), \(E_g-E_0=-g_0^2\int\rho\,d\omega/(\omega-E_g)\), and with \(x_g\simeq-g_0^2K\) this tends to the constant \(\int\rho\,d\omega/K\), which is of the order of the cutoff (about \(65\mu\) for \(\Lambda=100\mu\), \(m=0\)). At \(\Lambda=100\mu\), \(m=0\) and \(g^2=1.001\,g_c^2\), the computed ratio \(E_g/E_0\) is 0.997.

### 5. Large cutoff and numerical cases

**The bound.** For \(m=0\), use \(d\omega=k\,dk/\omega\):

\[
4\pi^2I=\int_0^\infty\frac{k^2u^2}{\omega^3}\,dk .
\]

Split the integral at \(q\), with \(\mu\ll q\ll\Lambda\). Below \(q\), \(u\simeq1\). Since \(k^2/\omega^3=1/\omega-\mu^2/\omega^3\), this part is

\[
\operatorname{arsinh}\frac q\mu-\frac q{\sqrt{q^2+\mu^2}}
\simeq\ln\frac{2q}{\mu}-1 .
\]

Above \(q\), \(\omega\simeq k\). With \(t=k^2/\Lambda^2\), this part is

\[
\frac12\int_{q^2/\Lambda^2}^{\infty}\frac{dt}{t(1+t)^2}
=\frac12\left[\ln\frac{t}{1+t}+\frac1{1+t}\right]_{q^2/\Lambda^2}^{\infty}
\simeq\ln\frac\Lambda q-\frac12 .
\]

The dependence on \(q\) cancels in the sum:

\[
4\pi^2I\simeq\ln\frac{2\Lambda}{\mu}-\frac32,\qquad
g_c^2\simeq\frac{4\pi^2}{\ln(2\Lambda/\mu)-3/2}.
\]

At \(\Lambda=1000\mu\), direct integration gives \(4\pi^2I=6.10092\) and the formula gives 6.10090. The bound falls to zero as \(\Lambda\to\infty\). A ghost-free local limit of this model therefore has \(g=0\), while any fixed \(g\neq0\) eventually exceeds the bound.

**The ghost in the local limit.** \(F(x)\) stays finite when \(u\to1\). For \(x\gg\mu\), split its integral at \(q\), now with \(\mu\ll q\ll x\):

\[
4\pi^2F(x)\simeq\ln\frac{2q}\mu-1+\int_q^\infty\frac{dk}{k}\frac{x}{k+x}
\simeq\ln\frac{2x}{\mu}-1 .
\]

The last integral is \(\ln[(q+x)/q]\simeq\ln(x/q)\). Setting \(F=1/g^2\) gives

\[
E_g\simeq-\frac\mu2\exp\left(1+\frac{4\pi^2}{g^2}\right).
\]

This formula requires \(\Lambda\gg|E_g|\gg\mu\); for this form factor the relative cutoff error falls only linearly, as \((3\pi/4)|E_g|/\Lambda\). In that limit, a weak coupling puts the ghost exponentially far below the physical \(V\). At a fixed cutoff, by contrast, a sufficiently weak coupling lies below \(g_c^2\) and gives no ghost. For \(g^2=4\) and \(\Lambda=10^9\mu\), the formula and the numerical root both give \(-2.628\times10^4\mu\).

**Cutoff \(10\mu\), \(g^2=16\).** Integration gives \(I=0.039370\) and \(K=0.1644\mu\), so \(g_c^2=25.40\) and the chosen coupling is allowed. Then

\[
Z=1-16(0.039370)=0.3701,\qquad
g_0^2=\frac{16}{0.3701}=43.23,
\]
\[
E_0=43.23(0.1644\mu)=7.11\mu .
\]

The physical \(V\) is 37% bare \(V\) and 63% \(N\theta\) cloud. Diagonalizing \(H\) on a momentum grid gives the same bare-\(V\) probability, 0.3701, and no second discrete state.

**Cutoff \(100\mu\), \(g^2=16\).** Now \(I=0.096245\), \(K=1.950\mu\) and \(g_c^2=10.39\), so the same renormalized coupling is too large:

\[
Z=1-16(0.096245)=-0.5399,\qquad
g_0^2=\frac{16}{-0.5399}=-29.63,
\]
\[
E_0=-29.63(1.950\mu)=-57.8\mu .
\]

The root of \(g^2F=1\) gives \(E_g=-21.37\mu\), and diagonalization in the indefinite metric gives the same energy. The ghost is far from \(E_0\) here because \(g^2\) is not close to \(g_c^2\).

Its residue is \(R_g=-3.770\), and the continuum contributes 0.918 to the sum rule:

\[
1-3.770+0.918=-1.852=\frac1{-0.5399}.
\]

For unit norm of either sign, \(|c|^2=1/|D'(E)|\). This is \(|Z|\) for the physical \(V\) and \(|Z||R_g|=2.036\) for the ghost. The contributions to the norms are

\[
\text{physical }V:\ -0.540+1.540=+1,\qquad
\text{ghost}:\ -2.036+1.036=-1,
\]

with the bare part first and the cloud second. These signed parts are not probabilities.

Raising the cutoff further at fixed \(g^2=16\) gives:

| \(\Lambda/\mu\) | \(g_c^2\) | \(Z\) | \(E_g/\mu\) |
|---|---|---|---|
| \(10\) | 25.40 | 0.370 | none |
| \(10^2\) | 10.39 | −0.540 | −21.37 |
| \(10^3\) | 6.47 | −1.473 | −15.06 |
| \(10^6\) | 3.03 | −4.272 | −14.52 |

The ghost moves upward because a larger \(\Lambda\) increases \(u^2\), and hence \(F(x)\), at every \(x\); the condition \(F=1/g^2\) is then met at smaller \(x\). The local formula gives \(-16.03\mu\), about 10% larger in magnitude than the value at \(\Lambda=10^6\mu\). Its assumption \(x_g\gg\mu\) is only moderately satisfied at this coupling. The numerical output lists the values to more digits.

## Computed results

```
Units: hbar = c = 1, energies in mu; couplings dimensionless
I is in 1/mu^0 (dimensionless); physical V energy m = 0 mu
Chosen renormalized coupling g^2 = 16.0, g = 4.0
--- cutoff 10 mu
I = 0.039370; K = 0.164416 mu
bound g_c^2 = 25.3999; g_c = 5.0398
Z = 0.370077; bare-V probability by diagonalization = 0.370077
g0^2 = 43.2343; g0 = 6.5753
E0 = 7.1084 mu
continuum weight = 1.702143; 1/Z = 2.702143
--- cutoff 100 mu
I = 0.096245; K = 1.950237 mu
bound g_c^2 = 10.3902; g_c = 3.2234
Z = -0.539913; g0^2 = -29.6344; E0 = -57.7942 mu
ghost energy from zero of h = -21.371452 mu
ghost energy by diagonalization = -21.371452 mu
ghost residue R_g = -3.770469
continuum weight = 0.918317
1 + R_g + continuum = -1.852152; 1/Z = -1.852152
physical V, norm +1: bare part -0.539913, cloud part 1.539913
ghost, norm -1: bare part -2.035724, cloud part 1.035724
at g^2 = 1.001 g_c^2: E_g/E0 = 0.99681
--- cutoff dependence at g^2 = 16
cutoff 10 mu: g_c^2 = 25.3999, Z = 0.3701, ghost: none
cutoff 100 mu: g_c^2 = 10.3902, Z = -0.5399, ghost: -21.3715 mu
cutoff 1000 mu: g_c^2 = 6.4709, Z = -1.4726, ghost: -15.0634 mu
cutoff 1000000 mu: g_c^2 = 3.0348, Z = -4.2722, ghost: -14.5162 mu
--- large-cutoff formulas
4 pi^2 I at cutoff 1000 mu = 6.100922; ln(2000) - 3/2 = 6.100902
ghost formula, g^2 = 16: -16.0267 mu
g^2 = 4, cutoff 1e9 mu: ghost -26277.26 mu, formula -26277.21 mu
```
